\section*{Spin separation of σ·p V σ·p and the symmetry of its matrices}

\section{Two dimensions, where one spin matrix is enough}

Take a particle whose wave function depends on $x$ and $y$, in a real potential $V(x,y)$. Atomic units are used, so $\hbar=1$ and $\mathbf p=-i\nabla$. An operator $p_i$ acts on everything to its right unless parentheses confine it. The Pauli matrices are
\begin{equation}
\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad
\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
They are constant matrices, so they commute with $p_i$ and with $V$. They do not commute with each other:
\begin{equation}
\sigma_x\sigma_y=\begin{pmatrix}i&0\\0&-i\end{pmatrix}=i\sigma_z,\qquad
\sigma_y\sigma_x=\begin{pmatrix}-i&0\\0&i\end{pmatrix}=-i\sigma_z,
\end{equation}
while $\sigma_x^2=\sigma_y^2=1$. Here $\boldsymbol\sigma\cdot\mathbf p=\sigma_xp_x+\sigma_yp_y$, because $p_z$ gives zero. Multiplying out, with the order of $p_i$, $V$ and $p_j$ kept, gives
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
&=\sigma_x^2\,p_xVp_x+\sigma_y^2\,p_yVp_y
+\sigma_x\sigma_y\,p_xVp_y+\sigma_y\sigma_x\,p_yVp_x\nonumber\\
&=p_xVp_x+p_yVp_y+i\sigma_z\,(p_xVp_y-p_yVp_x).
\label{eq:plane}
\end{align}
The first two terms do not touch the spin. The last has opposite signs for spin up and spin down.

To see what it does, let $V=Fx$ with constant slope $F$. The product rule gives $p_xV=Vp_x-iF$, and $p_yV=Vp_y$. Since $p_xp_y=p_yp_x$,
\begin{equation}
i\sigma_z(p_xVp_y-p_yVp_x)=i\sigma_z(-iF)p_y=F\sigma_zp_y .
\end{equation}
On a wave $e^{iky}$ this is $Fk\sigma_z$. The spin term needs a slope of the potential and a motion across that slope. If $F=0$ it vanishes.

\section{Three dimensions}

The remaining products follow by the same matrix multiplication: $\sigma_y\sigma_z=i\sigma_x$ and $\sigma_z\sigma_x=i\sigma_y$, with a minus sign when the factors are exchanged, and $\sigma_z^2=1$. All nine products are contained in
\begin{equation}
\sigma_i\sigma_j=\delta_{ij}+i\sum_k\varepsilon_{ijk}\sigma_k ,
\label{eq:pauli}
\end{equation}
where $\varepsilon_{xyz}=1$, $\varepsilon$ changes sign when two indices are exchanged, and it vanishes when two are equal. For vectors $\mathbf a,\mathbf b$ whose components commute with $\boldsymbol\sigma$, multiplying by $a_ib_j$ and summing gives the Dirac identity
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)
=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b).
\end{equation}
The components of $\mathbf a$ need not commute with those of $\mathbf b$, provided that $a_i$ stays to the left of $b_j$.

Now put $a_i=p_iV$, as an operator product, and $b_j=p_j$. Because $V$ commutes with $\sigma_j$,
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
&=\sum_{ij}\sigma_i\sigma_j\,p_iVp_j\nonumber\\
&=\sum_i p_iVp_i+i\sum_{k}\sigma_k\sum_{ij}\varepsilon_{ijk}\,p_iVp_j .
\end{align}
A cyclic shift of indices is two exchanges, so $\varepsilon_{ijk}=\varepsilon_{kij}$. Therefore
\begin{equation}
\boxed{\;\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p)\;}
\label{eq:split}
\end{equation}
with
\begin{equation}
(\mathbf pV\times\mathbf p)_k=\sum_{ij}\varepsilon_{kij}\,p_iVp_j .
\end{equation}

Two limits check this. If nothing depends on $z$, every term with $p_z$ drops out and \eqref{eq:plane} returns. If $V=V_0$ is constant, the cross product is $V_0\,\mathbf p\times\mathbf p=0$, since the components of $\mathbf p$ commute, and the right side becomes $V_0p^2$.

\section{What the cross product means}

The symbol $\mathbf pV\times\mathbf p$ could be read with the first $\mathbf p$ acting on $V$ alone. Both readings give the same operator. By the product rule,
\begin{equation}
p_iV=(p_iV)+Vp_i,\qquad (p_iV)=-i\,\partial_iV,
\end{equation}
and hence
\begin{equation}
\sum_{ij}\varepsilon_{kij}p_iVp_j
=\sum_{ij}\varepsilon_{kij}(p_iV)p_j
+V\sum_{ij}\varepsilon_{kij}p_ip_j .
\end{equation}
The last sum is zero: $p_ip_j$ is symmetric in $i,j$ and $\varepsilon_{kij}$ is antisymmetric. What remains is
\begin{equation}
\mathbf pV\times\mathbf p=(-i\nabla V)\times\mathbf p,
\qquad
i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p)
=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),
\label{eq:gradform}
\end{equation}
where $i(-i)=1$ was used. For $V=Fx$ and motion in the plane, $\nabla V\times\mathbf p$ has the $z$ component $Fp_y$, as found above.

For a central potential $V(r)$, $\nabla V=V'(r)\,\mathbf r/r$. With $\mathbf L=\mathbf r\times\mathbf p$,
\begin{equation}
i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p)
=\frac{V'(r)}{r}\,\boldsymbol\sigma\cdot\mathbf L .
\label{eq:central}
\end{equation}
This is the spin--orbit operator, still without the factor that turns it into an energy.

The equality of the two readings rests on $\mathbf p\times\mathbf p=0$. In a magnetic field $\mathbf B=\nabla\times\mathbf A$, an electron has $\boldsymbol\pi=\mathbf p+\mathbf A/c$ in place of $\mathbf p$. Then
\begin{equation}
\boldsymbol\pi\times\boldsymbol\pi\,\psi
=-\frac ic\left[\nabla\times(\mathbf A\psi)+\mathbf A\times\nabla\psi\right]
=-\frac ic\,\mathbf B\,\psi ,
\end{equation}
because $\nabla\times(\mathbf A\psi)=\mathbf B\psi-\mathbf A\times\nabla\psi$. The ordered form of the split survives, but the two readings now differ by $V\boldsymbol\pi\times\boldsymbol\pi$. The field is zero from here on.

\section{Matrices over real functions}

Let $\chi_\mu(\mathbf r)$ be real functions, not necessarily orthogonal or normalized. Both parts of \eqref{eq:split} are built from the elements
\begin{equation}
M^{ij}_{\mu\nu}=\int\chi_\mu\,p_iVp_j\,\chi_\nu\,d^3r
=-\int\chi_\mu\,\partial_i(V\partial_j\chi_\nu)\,d^3r .
\end{equation}
The minus sign is $(-i)^2$. Integration by parts supplies a second one:
\begin{equation}
M^{ij}_{\mu\nu}
=-\oint\chi_\mu V\,\partial_j\chi_\nu\,dS_i
+\int V\,(\partial_i\chi_\mu)(\partial_j\chi_\nu)\,d^3r .
\label{eq:parts}
\end{equation}
The surface at infinity contributes nothing for functions that decay fast enough. At a point nucleus, $V=-Z/r$ is singular, so a small sphere of radius $\epsilon$ has to be cut out. If the functions and their gradients are bounded there, its surface integral is at most of order $\epsilon^2\cdot Z/\epsilon=Z\epsilon$, which tends to zero. This covers functions with a cusp at the nucleus.

Setting $i=j$ and summing gives the scalar matrix; contracting with $\varepsilon_{kij}$ gives three more:
\begin{align}
W^0_{\mu\nu}&=\langle\mu|\mathbf p\cdot V\mathbf p|\nu\rangle
=\int V\,\nabla\chi_\mu\cdot\nabla\chi_\nu\,d^3r,\label{eq:W0}\\
W^k_{\mu\nu}&=\langle\mu|(\mathbf pV\times\mathbf p)_k|\nu\rangle
=\int V\,(\nabla\chi_\mu\times\nabla\chi_\nu)_k\,d^3r .\label{eq:Wk}
\end{align}
All integrands are real, so all four matrices are real. Exchanging $\mu$ and $\nu$ leaves the dot product unchanged and reverses the cross product:
\begin{equation}
\boxed{\;W^0_{\nu\mu}=W^0_{\mu\nu},\qquad W^k_{\nu\mu}=-W^k_{\mu\nu}\;}
\label{eq:sym}
\end{equation}

A constant potential again serves as a limit. Then $W^0$ is $V_0$ times the matrix of $p^2$, and $W^k$ must vanish. It does, because $\nabla\chi_\mu\times\nabla\chi_\nu=\nabla\times(\chi_\mu\nabla\chi_\nu)$ is a curl, whose integral is a surface term. Adding a constant to $V$ therefore changes $W^0$ but not $W^k$.

The diagonal elements $W^k_{\mu\mu}$ are zero. In a single real orbital multiplied by any constant spinor, the expectation value of the spin-dependent operator is thus zero. For a central potential this agrees with \eqref{eq:central}: $\mathbf L$ is $i$ times a real operator, and its expectation value, real by Hermiticity, must vanish in a real function.

\subsection{Where reality is needed}

For complex functions the bra is conjugated, and \eqref{eq:Wk} becomes $W^k_{\mu\nu}=\int V(\nabla\chi_\mu^*\times\nabla\chi_\nu)_k\,d^3r$. Conjugation gives
\begin{equation}
(W^k_{\mu\nu})^*=\int V(\nabla\chi_\mu\times\nabla\chi_\nu^*)_k\,d^3r=-W^k_{\nu\mu}.
\end{equation}
The matrix is anti-Hermitian, but it need not be antisymmetric, and its diagonal may be imaginary. Take $p_{+1}=-(p_x+ip_y)/\sqrt2$, where $p_x,p_y$ now denote real orbitals. Then
\begin{equation}
W^z_{++}=\tfrac12\left(iW^z_{xy}-iW^z_{yx}\right)=iW^z_{xy},
\label{eq:plus}
\end{equation}
since the diagonal elements over real orbitals vanish. This function circulates about the $z$ axis. With spin up along $z$, the expectation value of the spin-dependent operator is $iW^z_{++}=-W^z_{xy}$, and with spin down it has the opposite sign, so it need not vanish. The direction of the spin matters: in a central potential only the $z$ component survives, and a spin along $x$ gives zero.

\section{Putting the spin back}

In the basis $\chi_\mu$ times spin up or spin down, the matrix of the whole operator is
\begin{equation}
K=W^0\otimes 1+i\sum_kW^k\otimes\sigma_k .
\label{eq:K}
\end{equation}
For each pair $\mu,\nu$ it contains the $2\times2$ block
\begin{equation}
K_{\mu\nu}=\begin{pmatrix}
W^0+iW^z & W^y+iW^x\\
-W^y+iW^x & W^0-iW^z
\end{pmatrix}_{\mu\nu}.
\label{eq:block}
\end{equation}
The real entries $\pm W^y$ come from $i\sigma_y$, which is a real matrix.

The factor $i$ makes $K$ Hermitian:
\begin{equation}
(iW^k\otimes\sigma_k)^\dagger=-i(W^k)^T\otimes\sigma_k=iW^k\otimes\sigma_k .
\end{equation}
Plain transposition behaves differently:
\begin{equation}
(iW^k\otimes\sigma_k)^T=-iW^k\otimes\sigma_k^T .
\end{equation}
Since $\sigma_x$ and $\sigma_z$ are symmetric, their terms are antisymmetric. But $\sigma_y^T=-\sigma_y$, so the $y$ term is symmetric. The antisymmetry in \eqref{eq:sym} thus belongs to the three spatial matrices, not to the full spin-dependent matrix.

The separation can be inverted. From \eqref{eq:pauli}, with $\operatorname{Tr}\sigma_k=0$, one has $\operatorname{Tr}\sigma_k\sigma_l=2\delta_{kl}$. Traces over spin alone then give
\begin{equation}
W^0=\tfrac12\operatorname{Tr}_sK,\qquad
W^k=\tfrac1{2i}\operatorname{Tr}_s(\sigma_kK).
\label{eq:trace}
\end{equation}

\subsection{A case without spatial symmetry}

Consider two attractive Gaussian wells, $V=-\sum_Ad_Ae^{-a_A|\mathbf r-\mathbf R_A|^2}$. In atomic units, one has $d=1$, $a=0.5$ and sits at the origin; the other has $d=2$, $a=1$ and sits at $(1,0.5,-0.5)$. The three unnormalized real functions are
\begin{itemize}
\item $\chi_1$: an $s$ Gaussian, exponent 0.5, centre $(0,0,1)$;
\item $\chi_2$: an $x$-type Gaussian, exponent 0.6, centre at the origin;
\item $\chi_3$: a $y$-type Gaussian, exponent 0.7, centre $(0.5,0,-0.5)$.
\end{itemize}
The numerical check applies $\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$ literally to each spinor, integrates, and extracts the four matrices by \eqref{eq:trace}. They agree with \eqref{eq:W0} and \eqref{eq:Wk}, and \eqref{eq:sym} holds to rounding error.

For the pair $(1,2)$ the values are $W^0=-0.329$, $W^x=-0.122$, $W^y=-1.007$ and $W^z=-0.214$. Equation \eqref{eq:block} gives
\begin{equation}
K_{12}=\begin{pmatrix}
-0.329-0.214i&-1.007-0.122i\\
1.007-0.122i&-0.329+0.214i
\end{pmatrix}.
\end{equation}
For $(2,1)$, $W^0$ is the same and the other three change sign:
\begin{equation}
K_{21}=\begin{pmatrix}
-0.329+0.214i&1.007+0.122i\\
-1.007+0.122i&-0.329-0.214i
\end{pmatrix}=K_{12}^\dagger .
\end{equation}
The diagonal of $W^0$ is negative, $-3.525$, $-3.806$ and $-3.683$, as it must be when $V<0$ multiplies $|\nabla\chi_\mu|^2$.

\section{From the operator to an energy}

The operator arises when the small component is eliminated from the Dirac equation. With the rest energy subtracted from $E$, the two components obey
\begin{align}
(V-E)\,\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta&=0,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-E-2c^2)\,\eta&=0 .
\end{align}
The second line gives $\eta=(2c^2+E-V)^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$. Inserted into the first, it produces the factor
\begin{equation}
\frac{c^2}{2c^2+E-V}=\frac12\left(1+\frac{E-V}{2c^2}\right)^{-1}
\approx\frac12+\frac{V-E}{4c^2}
\end{equation}
between two operators $\boldsymbol\sigma\cdot\mathbf p$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$,
\begin{equation}
E\varphi=\left[\frac{p^2}2+V+\frac{\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p-Ep^2}{4c^2}\right]\varphi .
\label{eq:elim}
\end{equation}
The expansion requires $|E-V|\ll2c^2$. It fails very close to a point nucleus, so its use there is limited to leading-order integrals that converge.

To first order in $1/c^2$, the $E$ inside the small term may be replaced by the nonrelativistic $E_0$. Projecting \eqref{eq:elim} on a degenerate shell of orthonormal functions then gives the level shifts as eigenvalues of
\begin{equation}
\frac{K-E_0\,T\otimes1}{4c^2},\qquad T_{\mu\nu}=\langle\mu|p^2|\nu\rangle .
\label{eq:shift}
\end{equation}
Dropping $W^k$ leaves a scalar-relativistic correction: a real symmetric matrix acting on the orbitals, the same for both spins.

\section{Hydrogen 2p}

Let $V=-1/r$, with the nucleus a fixed point. The real orbitals are $\chi_i=Nx_ie^{-r/2}$. The 2s level has the same $E_0$, but it does not mix with 2p here: the gradient of an $s$ function is odd under inversion and that of a $p$ function is even, so the elements of $W^0$, $W^k$ and $T$ between them vanish.

The angular average of $x_i^2$ is $r^2/3$, and $\int_0^\infty r^ne^{-r}dr=n!$. Normalization gives
\begin{equation}
1=N^2\frac{4\pi}3\,4!=32\pi N^2,\qquad 4\pi N^2=\frac18 .
\end{equation}
With the unit vectors $\mathbf n=\mathbf r/r$ and $\mathbf e_i$, the gradient is
\begin{equation}
\nabla\chi_i=Ne^{-r/2}\left(\mathbf e_i-\tfrac12x_i\mathbf n\right).
\end{equation}
Its square is $N^2e^{-r}(1-x_i^2/r+x_i^2/4)$, with angular average $N^2e^{-r}(1-r/3+r^2/12)$. Hence
\begin{align}
W^0_{ii}&=-\frac18\int_0^\infty re^{-r}\left(1-\frac r3+\frac{r^2}{12}\right)dr\nonumber\\
&=-\frac18\left(1-\frac23+\frac12\right)=-\frac5{48}=-0.104167,\\
\langle p^2\rangle&=\frac18\int_0^\infty r^2e^{-r}\left(1-\frac r3+\frac{r^2}{12}\right)dr\nonumber\\
&=\frac18(2-2+2)=0.25 .
\end{align}
Off-diagonal elements of $W^0$ and $T$ vanish by reflection of one coordinate. Also $\langle1/r\rangle=\frac1{24}\,3!=\frac14$, so $E_0=\frac18-\frac14=-0.125$ hartree.

For the cross product of the $x$ and $y$ orbitals,
\begin{equation}
\left[(\mathbf e_x-\tfrac12x\mathbf n)\times(\mathbf e_y-\tfrac12y\mathbf n)\right]_z
=1-\frac{x^2+y^2}{2r},
\end{equation}
whose angular average is $1-r/3$. Therefore
\begin{equation}
W^z_{xy}=-\frac18\int_0^\infty re^{-r}\left(1-\frac r3\right)dr
=-\frac1{24}=-0.041667,
\end{equation}
and $W^z_{yx}=+0.041667$. Equation \eqref{eq:central} offers a second road. Here $V'/r=1/r^3$, with mean value
\begin{equation}
\zeta=\langle r^{-3}\rangle=\frac1{24}\int_0^\infty re^{-r}dr=0.041667 .
\end{equation}
Comparing the coefficients of $\sigma_z$ in \eqref{eq:central} gives $(\mathbf pV\times\mathbf p)_z=-i(V'/r)L_z$. Since $L_z\chi_y=-i\chi_x$, it follows that $W^z_{xy}=(-i)(-i)\zeta=-\zeta$, in agreement. By \eqref{eq:plus}, the complex orbital $p_{+1}$ has $W^z_{++}=-0.041667\,i$.

Within the shell the spin-dependent part is $\zeta\,\boldsymbol\sigma\cdot\mathbf L$. With $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, one has $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\frac34$, and so
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L=j(j+1)-2-\tfrac34=
\begin{cases}1,&j=\frac32\ \text{(four states)}\\-2,&j=\frac12\ \text{(two states)}.\end{cases}
\end{equation}
Diagonalizing the $6\times6$ matrix gives the same values, $0.041667$ four times and $-0.083333$ twice.

The energy term in \eqref{eq:shift} adds $-E_0\langle p^2\rangle=0.03125$. With $c=137.036$, $4c^2=7.5115\times10^4$, and the shifts in hartree are
\begin{align}
\Delta E_{1/2}&=\frac{-0.104167-0.083333+0.03125}{7.5115\times10^4}=-2.0801\times10^{-6},\\
\Delta E_{3/2}&=\frac{-0.104167+0.041667+0.03125}{7.5115\times10^4}=-4.160\times10^{-7}.
\end{align}
The closed-form Dirac--Coulomb energies give $-2.0802\times10^{-6}$ and $-4.160\times10^{-7}$ hartree. Relative to these, the first-order shifts differ by about $3\times10^{-5}$ and $7\times10^{-6}$. Both are below $1/c^2\approx5\times10^{-5}$, consistent with the neglect of the next order. Because the scalar part enters both shifts, the comparison tests $W^0$ as well as $W^k$.

In the difference of the two levels the scalar terms cancel:
\begin{equation}
\Delta E_{3/2}-\Delta E_{1/2}=\frac{3\zeta}{4c^2}
=1.6641\times10^{-6}\ \text{hartree}=0.3652\ \text{cm}^{-1}.
\end{equation}
The Dirac--Coulomb splitting is $1.6642\times10^{-6}$ hartree. That reference itself leaves out nuclear recoil and size, hyperfine structure and quantum-electrodynamic shifts. In this shell $W^0$ moves all six states together, and the antisymmetric matrices $W^k$ separate them.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Operator identity: symbolic difference = 0 for both readings of pV x p
(a) Model: lengths in bohr, exponents in bohr^-2, W in atomic units
well: depth 1.0 hartree, exponent 0.5, centre (0.0, 0.0, 0.0)
well: depth 2.0 hartree, exponent 1.0, centre (1.0, 0.5, -0.5)
function 1: prefactor 1 (from centre), exponent 0.5, centre (0.0, 0.0, 1.0)
function 2: prefactor x (from centre), exponent 0.6, centre (0.0, 0.0, 0.0)
function 3: prefactor y (from centre), exponent 0.7, centre (0.5, 0.0, -0.5)
W0 row 1:  -3.52498   -0.32877   -0.04166
W0 row 2:  -0.32877   -3.80573   -0.19913
W0 row 3:  -0.04166   -0.19913   -3.68269
Wx row 1:   0.00000   -0.12220    0.85005
Wx row 2:   0.12220    0.00000    0.21969
Wx row 3:  -0.85005   -0.21969    0.00000
Wy row 1:   0.00000   -1.00682    0.09575
Wy row 2:   1.00682    0.00000    0.03943
Wy row 3:  -0.09575   -0.03943    0.00000
Wz row 1:   0.00000   -0.21384    0.36933
Wz row 2:   0.21384    0.00000   -0.66216
Wz row 3:  -0.36933    0.66216    0.00000
largest |W0 - W0^T|: 2.2e-16 a.u.
largest |Wk + Wk^T|: 4.4e-16 a.u.
largest |K direct - K assembled|: 1.3e-14 a.u.
(b) Hydrogen 2p, order px, py, pz
speed of light c: 137.035999 a.u.
E0: -0.125000 hartree;  <p^2>: 0.250000 a.u.
W0 diagonal element: -0.104167 a.u.
Wz(px,py): -0.041667 a.u.;  Wz(py,px): 0.041667 a.u.
zeta = <r^-3>: 0.041667 a.u.
spin-dependent eigenvalues (a.u.): -0.083333 -0.083333 0.041667 0.041667 0.041667 0.041667
largest |K_so + K_so^T|: 0.083333 a.u. (not antisymmetric)
Wz diagonal for complex p(+1): -0.041667 i a.u.
2p1/2 shift, first order: -2.080131e-06 hartree
2p1/2 shift, Dirac:       -2.080189e-06 hartree
2p3/2 shift, first order: -4.160262e-07 hartree
2p3/2 shift, Dirac:       -4.160290e-07 hartree
splitting, first order: 1.664105e-06 hartree = 0.36523 cm^-1
splitting, Dirac:       1.664160e-06 hartree = 0.36524 cm^-1
\end{verbatim}
